# Second- and Third-Order Energies of 1s² from the Hylleraas Functional: a numerical check

```python
# Result under test: for the 1s^2 ground state of a two-electron ion,
#   E(Z) = -Z^2 + (5/8) Z + E2 + E3/Z + ...  hartree,
# E2 = minimum of the Hylleraas functional = -0.157666,
# E3 = <psi1|V-E1|psi1> = 0.008699 from the same first-order function psi1.
# Scaled units: length bohr/Z, energy Z^2 hartree, lam = 1/Z, V = 1/r12.
# psi0 = exp(-s)/pi, trial function = psi0*F,
# F = sum of c * s^l t^m u^n (ln s)^q, s = r1+r2, t = r2-r1, u = r12,
# m even, q = 0 or 1, l+m+n+2q <= omega.
# K: matrix of H0-E0, S: overlap, V: 1/r12, W = V - E1*S.
from functools import lru_cache
import numpy as np
from mpmath import mp, mpf
from scipy.constants import physical_constants
from scipy.integrate import dblquad
from scipy.special import (eval_genlaguerre, gammaln, roots_genlaguerre,
                           zeta)

mp.dps = 60
OMEGA_MAX = 8


@lru_cache(None)
def radial_moment(p, q):
    """Integral of exp(-2s) s^p (ln s)^q over s from 0 to infinity."""
    value = mp.factorial(p) / mpf(2) ** (p + 1)
    if q == 0:
        return value
    log_mean = mp.psi(0, p + 1) - mp.log(2)
    if q == 1:
        return value * log_mean
    return value * (log_mean ** 2 + mp.psi(1, p + 1))


@lru_cache(None)
def moment(a, b, c, q):
    """Integral of exp(-2s) s^a t^b u^c (ln s)^q over 0 <= t <= u <= s."""
    return radial_moment(a + b + c + 2, q) / ((b + 1) * (b + c + 2))


def matrix_elements(f, g):
    """K, S and V elements between two basis functions."""
    (l1, m1, n1, q1), (l2, m2, n2, q2) = f, g
    L, M, N, Q = l1 + l2, m1 + m2, n1 + n2, q1 + q2
    kin = mpf(0)
    # product of s-derivatives: one coefficient for each power of ln s
    for coef, q in ((l1 * l2, Q), (l1 * q2 + l2 * q1, Q - 1),
                    (q1 * q2, Q - 2)):
        if coef:
            kin += coef * (moment(L, M, N + 1, q)
                           - moment(L - 2, M + 2, N + 1, q))
    if m1 * m2:
        kin += m1 * m2 * (moment(L + 2, M - 2, N + 1, Q)
                          - moment(L, M, N + 1, Q))
    if n1 * n2:
        kin += n1 * n2 * (moment(L + 2, M, N - 1, Q)
                          - moment(L, M + 2, N - 1, Q))
    # cross terms of the u-derivative with the s- and t-derivatives
    for coef, q in ((n1 * l2 + n2 * l1, Q), (n1 * q2 + n2 * q1, Q - 1)):
        if coef:
            kin += coef * (moment(L, M, N + 1, q)
                           - moment(L, M + 2, N - 1, q))
    cross_t = n1 * m2 + n2 * m1
    if cross_t:
        kin += cross_t * (moment(L + 2, M, N - 1, Q)
                          - moment(L, M, N + 1, Q))
    over = moment(L + 2, M, N + 1, Q) - moment(L, M + 2, N + 1, Q)
    rep = moment(L + 2, M, N, Q) - moment(L, M + 2, N, Q)
    return 2 * kin, 2 * over, 2 * rep


def cholesky_rows(A):
    rows = []
    for i in range(len(A)):
        row = []
        for j in range(i):
            row.append((A[i][j] - mp.fdot(row, rows[j])) / rows[j][j])
        pivot = A[i][i] - mp.fdot(row, row)
        assert pivot > 0, "matrix is not positive definite"
        row.append(mp.sqrt(pivot))
        rows.append(row)
    return rows


def solve(rows, rhs):
    """Solve with the leading block of a Cholesky factor."""
    n = len(rhs)
    y = []
    for i in range(n):
        y.append((rhs[i] - mp.fdot(rows[i], y)) / rows[i][i])
    x = [mpf(0)] * n
    for i in reversed(range(n)):
        column = [rows[k][i] for k in range(i + 1, n)]
        x[i] = (y[i] - mp.fdot(x[i + 1:], column)) / rows[i][i]
    return x


def form(A, x, y):
    return mp.fdot(x, [mp.fdot(row, y) for row in A[:len(x)]])


def level(f):
    return f[0] + f[1] + f[2] + 2 * f[3]


basis = [(l, m, d - 2 * q - l - m, q)
         for d in range(OMEGA_MAX + 1) for q in (0, 1)
         for m in range(0, d - 2 * q + 1, 2)
         for l in range(d - 2 * q - m + 1)]
size = len(basis)
K, S, V = ([[mpf(0)] * size for _ in range(size)] for _ in range(3))
for i in range(size):
    for j in range(i + 1):
        k_el, s_el, v_el = matrix_elements(basis[i], basis[j])
        K[i][j] = K[j][i] = k_el
        S[i][j] = S[j][i] = s_el
        V[i][j] = V[j][i] = v_el
E1 = V[0][0]
W = [[V[i][j] - E1 * S[i][j] for j in range(size)] for i in range(size)]
K_factor = cholesky_rows([row[1:] for row in K[1:]])


def first_order(n):
    """Minimise the functional in the first n functions; return c, E2, E3."""
    tail = solve(K_factor, [-W[0][i] for i in range(1, n)])
    c = [-mp.fdot(S[0][1:n], tail)] + tail
    return c, mp.fdot(W[0][1:n], tail), form(W, c, c)


def trial_vector(c, lam):
    x = [lam * value for value in c]
    x[0] += 1
    return x


def quotient(x, lam):
    """Rayleigh quotient of H0 - E0 + lam*V."""
    return (form(K, x, x) + lam * form(V, x, x)) / form(S, x, x)


def lowest_eigenvalue(lam, c):
    """Lowest eigenvalue of H0-E0+lam*V by shifted inverse iteration."""
    n = len(c)
    x = trial_vector(c, lam)
    shift = quotient(x, lam) - mpf("0.01")
    A = [[K[i][j] + lam * V[i][j] - shift * S[i][j] for j in range(n)]
         for i in range(n)]
    factor = cholesky_rows(A)
    for _ in range(8):
        x = solve(factor, [mp.fdot(S[i], x) for i in range(n)])
    return quotient(x, lam)


# --- E1 from the radial densities of two 1s electrons
def radial_density(r):
    return 4 * r * r * np.exp(-2 * r)


E1_quad = dblquad(lambda a, b: 2 * radial_density(a) * radial_density(b) / b,
                  0, 30, 0, lambda b: b)[0]
assert abs(E1_quad - float(E1)) < 1e-7
assert abs(form(S, [mpf(1)], [mpf(1)]) - 1) < mpf(10) ** -40

# --- matrix elements from the definition: Cartesian Laplacian, quadrature
test_F = {(1, 0, 0, 0): 0.3, (0, 2, 0, 0): 0.2, (0, 0, 1, 0): 0.5,
          (1, 0, 1, 0): 0.1, (0, 2, 1, 0): 0.07, (0, 0, 0, 1): 0.05,
          (1, 0, 1, 1): 0.03, (0, 2, 0, 1): 0.02}


def test_function(p):
    r1 = np.sqrt(p[0] ** 2 + p[1] ** 2 + p[2] ** 2)
    r2 = np.sqrt(p[3] ** 2 + p[4] ** 2 + p[5] ** 2)
    u = np.sqrt((p[0] - p[3]) ** 2 + (p[1] - p[4]) ** 2
                + (p[2] - p[5]) ** 2)
    s = r1 + r2
    F = sum(a * s ** l * (r2 - r1) ** m * u ** n * np.log(s) ** q
            for (l, m, n, q), a in test_F.items())
    return np.exp(-s) / np.pi * F


nodes, wts = np.polynomial.laguerre.laggauss(30)
px, py, pz = np.meshgrid(nodes, nodes, nodes / 2, indexing="ij")
wt = np.einsum("i,j,k->ijk", wts, wts, wts / 2) * np.exp(px + py + 2 * pz)
r1, r2, r12 = (py + pz) / 2, (px + pz) / 2, (px + py) / 2
volume = 2 * np.pi ** 2 * r1 * r2 * r12 * wt
cosine = np.clip((r1 ** 2 + r2 ** 2 - r12 ** 2) / (2 * r1 * r2), -1, 1)
zero = np.zeros_like(r1)
points = np.array([zero, zero, r1, r2 * np.sqrt(1 - cosine ** 2), zero,
                   r2 * cosine])
chi = test_function(points)
step = 2e-4
laplacian = np.zeros_like(chi)
for axis in range(6):
    plus, minus = points.copy(), points.copy()
    plus[axis] += step
    minus[axis] -= step
    laplacian += (test_function(plus) - 2 * chi
                  + test_function(minus)) / step ** 2
H_chi = -laplacian / 2 - (1 / r1 + 1 / r2) * chi + chi
direct = [np.sum(volume * chi * H_chi), np.sum(volume * chi ** 2),
          np.sum(volume * chi ** 2 / r12)]
vec = [mpf(test_F.get(f, 0)) for f in basis]
for value, A in zip(direct, (K, S, V)):
    formula = float(form(A, vec, vec))
    # tolerance: finite-difference error of the Laplacian
    assert abs(value - formula) < 1e-5 * abs(formula)

# --- minimisation in nested bases
table = []
for omega in range(1, OMEGA_MAX + 1):
    n_fun = sum(1 for f in basis if level(f) <= omega)
    c, E2, E3 = first_order(n_fun)
    table.append((omega, n_fun, E2, E3))
    if omega == 4:
        c_small, E2_small, E3_small = c, E2, E3
assert all(b[2] < a[2] for a, b in zip(table, table[1:]))
assert abs(E2 + mpf("0.157666")) < 5e-7
assert abs(E3 - mpf("0.008699")) < 5e-7
quadratic_part = form(K, c, c)
linear_part = 2 * mp.fdot(W[0], c)
norm1 = form(S, c, c)
assert abs(quadratic_part + E2) < 1e-25
assert abs(linear_part - 2 * E2) < 1e-25

# --- the same minimisation without logarithmic functions
powers = [i for i, f in enumerate(basis) if i > 0 and f[3] == 0]
power_rhs = [-W[0][i] for i in powers]
power_c = solve(cholesky_rows([[K[i][j] for j in powers] for i in powers]),
                power_rhs)
E2_powers = -mp.fdot(power_rhs, power_c)
assert E2_powers > E2

# --- E2 again from hydrogenic pair sums, one partial wave at a time
N_RAD, L_MAX = 30, 8
gy, gw = np.polynomial.legendre.leggauss(160)
gy, gw = (gy + 1) / 2, gw / 2
radius, rad_wt = 25 * gy ** 2, 50 * gy * gw
ratio, ratio_wt = np.polynomial.legendre.leggauss(80)
ratio, ratio_wt = (ratio + 1) / 2, ratio_wt / 2


def pair_energy(l):
    """Second-order energy from pairs of orbitals of angular momentum l."""
    beta, alpha = 2 + 0.5 * l, 2 * l + 2
    ks = np.arange(N_RAD)
    norm = np.sqrt(2 * beta) * np.exp(
        0.5 * (gammaln(ks + 1) - gammaln(ks + alpha + 1)))
    x, w = roots_genlaguerre(N_RAD + 5, 2 * l)
    poly = np.array([eval_genlaguerre(k, alpha, x) for k in ks])
    dpoly = np.array([-eval_genlaguerre(k - 1, alpha + 1, x) if k else 0 * x
                      for k in ks])
    slope = (l + 1 - x / 2) * poly + x * dpoly
    h = (2 * beta ** 2 * ((slope * w) @ slope.T
                          + l * (l + 1) * (poly * w) @ poly.T)
         - 2 * beta * (poly * w * x) @ poly.T) / (2 * beta)
    h *= np.outer(norm, norm)
    energy, orbital = np.linalg.eigh(h)

    def products(r):
        z = 2 * beta * r
        common = 2 * r * np.exp(-r - z / 2) * z ** (l + 1)
        return np.array([norm[k] * common * eval_genlaguerre(k, alpha, z)
                         for k in range(N_RAD)])

    outer = products(radius)
    inner = products(np.outer(radius, ratio)) @ (ratio_wt * ratio ** l)
    half = (inner * rad_wt) @ outer.T
    R = orbital.T @ (half + half.T) @ orbital
    gap = -1 - energy[:, None] - energy[None, :]
    if l == 0:  # the reference pair itself is left out of the sum
        R[0, 0], gap[0, 0] = 0.0, -1.0
    return np.sum(R ** 2 / gap) / (2 * l + 1)


waves = [pair_energy(l) for l in range(L_MAX + 1)]
wave_tail = waves[-1] * (L_MAX + 0.5) ** 4 * zeta(4, L_MAX + 1.5)
E2_waves = sum(waves) + wave_tail
# tolerance: finite radial basis and leading-power tail beyond L_MAX
assert abs(E2_waves - float(E2)) < 1e-5

# --- E2 and E3 as numerical derivatives of eigenvalues (omega = 4)
h = mpf("0.001")
eig = {k: lowest_eigenvalue(k * h, c_small) for k in (-2, -1, 1, 2)}
E2_diff = (eig[1] + eig[-1]) / (2 * h ** 2)
E3_diff = (eig[2] - 2 * eig[1] + 2 * eig[-1] - eig[-2]) / (12 * h ** 3)
assert abs(E2_diff - E2_small) < 1e-8
assert abs(E3_diff - E3_small) < 1e-7

# --- Rayleigh quotient of psi0 + lam*psi1: closed form and lam^4 error
errors = []
for lam in (mpf("0.02"), mpf("0.01")):
    q = quotient(trial_vector(c_small, lam), lam)
    closed = lam * E1 + (lam ** 2 * E2_small + lam ** 3 * E3_small) / (
        1 + lam ** 2 * form(S, c_small, c_small))
    assert abs(q - closed) < 1e-25
    errors.append(q - lowest_eigenvalue(lam, c_small))
error_ratio = errors[0] / errors[1]
assert errors[1] > 0 and abs(error_ratio - 16) < 0.8

# --- E3 from a function that is not orthogonal to psi0
shifted = list(c)
shifted[0] += mpf("0.7")
overlap = mp.fdot(S[0], shifted)
E3_raw = form(W, shifted, shifted)
assert abs(E3_raw - 2 * E2 * overlap - E3) < 1e-25
assert abs(E3_raw - E3) > 0.01

# --- response of E2 and E3 to an error in psi1 along u - <u>
iu = basis.index((0, 0, 1, 0))
mean_u = S[0][iu]
changes = []
for eps in (mpf("0.001"), mpf("0.0005")):
    bad = list(c)
    bad[iu] += eps
    bad[0] -= eps * mean_u
    J = form(K, bad, bad) + 2 * mp.fdot(W[0], bad)
    changes.append((J - E2, form(W, bad, bad) - E3))
ratio_E2 = changes[0][0] / changes[1][0]
ratio_E3 = changes[0][1] / changes[1][1]
assert abs(ratio_E2 - 4) < 1e-6 and abs(ratio_E3 - 2) < 0.1

# --- one-function example F = c*u
c_u = -W[0][iu] / K[iu][iu]
one = [mpf(0)] * size
one[iu], one[0] = c_u, -c_u * mean_u
E2_one, E3_one = W[0][iu] * c_u, form(W, one, one)
assert E2_one > E2


def show(label, value, digits, unit=""):
    print(f"{label} = {float(value):.{digits}f} {unit}".rstrip())


show("E1 from moments", E1, 6, "hartree (times Z)")
show("E1 from radial quadrature", E1_quad, 6, "hartree (times Z)")
print("One function F = c*u (scaled units):")
show("  <u>", mean_u, 6, "bohr/Z")
show("  <u^2>", S[iu][iu], 6, "(bohr/Z)^2")
show("  K_uu", K[iu][iu], 6)
show("  b_u", W[0][iu], 7)
show("  c", c_u, 7)
show("  E2", E2_one, 6, "hartree")
show("  E3", E3_one, 6, "hartree")
print("omega, functions, E2 (hartree), E3 (hartree):")
for omega, n_fun, e2, e3 in table:
    print(f"  {omega} {n_fun:3d} {float(e2):.9f} {float(e3):.9f}")
show(f"E2 from the {len(powers) + 1} pure powers, omega = {OMEGA_MAX}",
     E2_powers, 9, "hartree")
show("Quadratic part of J at minimum", quadratic_part, 8, "hartree")
show("Linear part of J at minimum", linear_part, 8, "hartree")
show("<psi1|psi1>", norm1, 6)
show("E2 from partial waves", E2_waves, 6, "hartree")
show("  l=0 part", waves[0], 6, "hartree")
show("  l=1 part", waves[1], 6, "hartree")
show(f"  estimated tail l>{L_MAX}", wave_tail, 6, "hartree")
show("omega=4: E2 from eigenvalue differences", E2_diff, 8, "hartree")
show("omega=4: E3 from eigenvalue differences", E3_diff, 8, "hartree")
show("Quotient error ratio, lam 0.02 to 0.01", error_ratio, 3)
print(f"psi1 error 0.001*(u-<u>)*psi0: dE2 = {float(changes[0][0]):.3e},"
      f" dE3 = {float(changes[0][1]):.3e} hartree")
show("  ratio of dE2 on halving the error", ratio_E2, 3)
show("  ratio of dE3 on halving the error", ratio_E3, 3)
for Z in (2, 10):
    lam = mpf(1) / Z
    third = Z ** 2 * (-1 + lam * E1 + lam ** 2 * E2 + lam ** 3 * E3)
    bound = Z ** 2 * (-1 + quotient(trial_vector(c, lam), lam))
    eigen = Z ** 2 * (-1 + lowest_eigenvalue(lam, c))
    assert bound > eigen
    if Z == 10:
        assert abs(third - eigen) < 2e-5
    print(f"Z = {Z}, energies in hartree:")
    show("  sum through E3/Z", third, 6)
    show("  Rayleigh bound", bound, 6)
    show("  variational eigenvalue", eigen, 6)
    print(f"  sum minus eigenvalue = {float(third - eigen):.2e}")
hartree_eV = physical_constants["Hartree energy in eV"][0]
show("Final E2", E2, 6, "hartree")
show("Final E3", E3, 6, "hartree")
show("Final E2 converted", E2 * hartree_eV, 4, "eV")
show("Final E3 converted", E3 * hartree_eV, 4, "eV")
print("verified")
```

Running it gives:

```
E1 from moments = 0.625000 hartree (times Z)
E1 from radial quadrature = 0.625000 hartree (times Z)
One function F = c*u (scaled units):
  <u> = 2.187500 bohr/Z
  <u^2> = 6.000000 (bohr/Z)^2
  K_uu = 1.000000
  b_u = -0.3671875
  c = 0.3671875
  E2 = -0.134827 hartree
  E3 = 0.005925 hartree
omega, functions, E2 (hartree), E3 (hartree):
  1   3 -0.146133814 0.003495978
  2   8 -0.156602240 0.005059350
  3  16 -0.157459447 0.008071942
  4  29 -0.157631738 0.008596296
  5  47 -0.157661810 0.008683809
  6  72 -0.157665800 0.008697001
  7 104 -0.157666342 0.008698726
  8 145 -0.157666417 0.008698988
E2 from the 95 pure powers, omega = 8 = -0.157665046 hartree
Quadratic part of J at minimum = 0.15766642 hartree
Linear part of J at minimum = -0.31533283 hartree
<psi1|psi1> = 0.244435
E2 from partial waves = -0.157663 hartree
  l=0 part = -0.125334 hartree
  l=1 part = -0.026495 hartree
  estimated tail l>8 = -0.000078 hartree
omega=4: E2 from eigenvalue differences = -0.15763174 hartree
omega=4: E3 from eigenvalue differences = 0.00859629 hartree
Quotient error ratio, lam 0.02 to 0.01 = 15.995
psi1 error 0.001*(u-<u>)*psi0: dE2 = 1.000e-06, dE3 = 4.628e-05 hartree
  ratio of dE2 on halving the error = 4.000
  ratio of dE3 on halving the error = 2.001
Z = 2, energies in hartree:
  sum through E3/Z = -2.903317
  Rayleigh bound = -2.894487
  variational eigenvalue = -2.903724
  sum minus eigenvalue = 4.07e-04
Z = 10, energies in hartree:
  sum through E3/Z = -93.906797
  Rayleigh bound = -93.906414
  variational eigenvalue = -93.906807
  sum minus eigenvalue = 9.99e-06
Final E2 = -0.157666 hartree
Final E3 = 0.008699 hartree
Final E2 converted = -4.2903 eV
Final E3 converted = 0.2367 eV
verified
```
